# Why an alias-free density needs a large FFT box

**Q:** A plane-wave calculation has one cutoff, the one chosen for the orbitals. Yet the density is given a cutoff of its own. Why should it need one?

**A:** Because the density is a product of orbitals, and a product can contain shorter wavelengths than its factors. I use Rydberg atomic units: lengths in bohr, wavevectors in 1/bohr, and the kinetic energy of a plane wave equal to the square of its wavevector, in Ry. An orbital with Bloch vector $\mathbf k$ is

$$\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}\sum_{\mathbf G}c_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},\qquad |\mathbf k+\mathbf G|^2\le E .$$

The $\mathbf G$ are reciprocal lattice vectors and $E$ is the orbital cutoff. With $K=\sqrt E$, the allowed vectors $\mathbf k+\mathbf G$ fill a sphere of radius $K$. I set $\sum|c_{\mathbf G}|^2=1$, so that the density has cell average 1. Then

$$n(\mathbf r)=|\psi|^2=\sum_{\mathbf G_1,\mathbf G_2}c_{\mathbf G_1}c^*_{\mathbf G_2}\,e^{i(\mathbf G_1-\mathbf G_2)\cdot\mathbf r}.$$

The Bloch phase has cancelled against its conjugate. Collecting the terms with $\mathbf G_1-\mathbf G_2=\mathbf G$ gives

$$n_{\mathbf G}=\sum_{\mathbf G'}c_{\mathbf G'+\mathbf G}\,c^*_{\mathbf G'} .$$

The density therefore contains differences of orbital wavevectors, and a difference can be longer than either vector.

**Q:** How much longer?

**A:** Write $\mathbf p_1=\mathbf k+\mathbf G_1$ and $\mathbf p_2=\mathbf k+\mathbf G_2$. Their difference is $\mathbf G$. Adding the expansions of $|\mathbf p_1-\mathbf p_2|^2$ and $|\mathbf p_1+\mathbf p_2|^2$ removes the scalar products, so

$$|\mathbf G|^2=2|\mathbf p_1|^2+2|\mathbf p_2|^2-|\mathbf p_1+\mathbf p_2|^2\le 4K^2=4E .$$

The last term can only lower the result, and each of the first two is at most $2K^2$. The density thus fits inside a sphere of radius $2K$. Doubling the radius multiplies the energy cutoff by four.

**Q:** That is an upper bound. Perhaps the density never gets there, and a factor of three would do.

**A:** Take $\mathbf k=0$, where the set of plane waves contains $-\mathbf G$ whenever it contains $\mathbf G$. Let $\mathbf G_m$ be a longest vector in the set, and ask which pairs contribute to the density at $2\mathbf G_m$. In the identity above, with $|\mathbf G_m|$ in place of $K$, the value $4|\mathbf G_m|^2$ requires both vectors to have length $|\mathbf G_m|$ and their sum to vanish. One pair remains:

$$n_{2\mathbf G_m}=c_{\mathbf G_m}\,c^*_{-\mathbf G_m}.$$

There is no second term to cancel it. It vanishes only if one of the two coefficients does. So the factor four is reached relative to the highest plane wave present, which lies at or below $E$, and close to it when the sphere holds many plane waves. At other $\mathbf k$ the set need not be symmetric under inversion, and the largest difference may fall a little short of $2K$.

**Q:** A real density is a sum over many orbitals. Could the outer components cancel there?

**A:** They could, in special cases. If every orbital that the basis can form at one $\mathbf k$ is filled equally, completeness gives $\sum_i c_{i,\mathbf G_1}c^*_{i,\mathbf G_2}=\delta_{\mathbf G_1\mathbf G_2}$, and the density is uniform. For a general set of occupied orbitals nothing enforces such a cancellation. The bound $4E$ holds for each orbital and hence for the sum. No smaller cutoff is safe in general, apart from the gap between $E$ and the highest plane wave present, which is small when the sphere holds many plane waves.

The statement concerns the density of the truncated orbitals. It does not say that $E$ is large enough for the physics, and it leaves out augmentation charges, which some pseudopotential methods add to $|\psi|^2$ and which have their own range of wavevectors.

**Q:** Now to the grid. What goes wrong if it is too coarse?

**A:** Take one axis of a cubic cell with edge $L$. The wavevectors along it are $2\pi m/L$ with integer $m$, and the grid points are $r_j=jL/N$ with $j=0,\dots,N-1$. For a function $f(r)=\sum_{m'}f_{m'}e^{2\pi i m'r/L}$ the discrete transform returns

$$\tilde f_m=\frac1N\sum_{j=0}^{N-1}f(r_j)\,e^{-2\pi i mj/N}=\sum_{m'}f_{m'}\,\frac1N\sum_{j=0}^{N-1}e^{2\pi i(m'-m)j/N}.$$

If $m'-m$ is a multiple of $N$, every term of the inner sum is 1 and its average is 1. Otherwise it is a geometric sum with ratio $q\neq1$ and $q^N=1$, which equals $(1-q^N)/(1-q)=0$. Hence

$$\tilde f_m=\sum_{p}f_{m+pN},\qquad p=0,\pm1,\pm2,\dots$$

Components whose indices differ by a multiple of $N$ are added together. This is aliasing: on the grid points they are the same function, and no later processing can separate them.

**Q:** Then how many points keep the density components apart?

**A:** Let the density indices run from $-D$ to $D$. Their largest separation is $2D$. If $N\ge2D+1$, no two of them differ by a multiple of $N$. If $N\le2D$, then $D-N\ge-D$, so the indices $D$ and $D-N$ both lie in the range and are merged. The condition is therefore

$$N\ge2D+1 .$$

To find $D$, measure the sphere radius in reciprocal steps:

$$x=\frac{K}{2\pi/L}=\frac{KL}{2\pi}.$$

At $\mathbf k=0$ the largest orbital index is $M=\lfloor x\rfloor$, the integer part of $x$. The density then has $D=2M$, and the smallest box has $N=4M+1$ points per axis. The orbitals alone would need $2M+1$.

**Q:** Most calculations use several $\mathbf k$ points. Does the same box serve them all?

**A:** Not necessarily. With a shift $\kappa$ along the axis, in units of $2\pi/L$, the allowed indices satisfy $-x\le m+\kappa\le x$. Two integers in this interval differ by at most $\lfloor2x\rfloor$. Some shift reaches that value: place the two ends at $\pm\lfloor2x\rfloor/2$, which needs $\kappa=0$ if $\lfloor2x\rfloor$ is even and $\kappa=1/2$ if it is odd. A box for all $\mathbf k$ thus has

$$D=\lfloor2x\rfloor,\qquad N=2\lfloor2x\rfloor+1 .$$

This is also the box that holds the full density sphere of radius $2K$.

**Q:** People who work on real-space grids quote a spacing, not a number of points. What is the rule in that language?

**A:** The spacing is $h=L/N$. Requiring $h<\pi/(2K)$ means

$$N>\frac{2KL}{\pi}=4x .$$

Since $4x\ge2\lfloor2x\rfloor$, this gives $N>2\lfloor2x\rfloor$, which for integers is $N\ge2\lfloor2x\rfloor+1$. The spacing rule is sufficient. It is not necessary, because indices are whole numbers while $4x$ is not: the rule can ask for one point more per axis than the threshold $2\lfloor2x\rfloor+1$ for all $\mathbf k$, and up to three more than the threshold $4M+1$ at $\mathbf k=0$.

**Q:** Doubling a radius multiplies a volume by eight. So the box should hold eight times more points than there are plane waves, should it not?

**A:** Eight is the ratio of the two spheres. The FFT does not work on a sphere. It performs one-dimensional transforms along three axes in turn, on a full product grid. With the grid axes along the cube edges, as is usual, the density sphere has to sit inside a cube.

Count both for a large sphere. Each reciprocal lattice point occupies a volume $(2\pi/L)^3$, so the number of plane waves is

$$N_{\rm pw}\simeq\frac{4\pi K^3/3}{(2\pi/L)^3}=\frac{4\pi K^3L^3}{3\cdot8\pi^3}=\frac{K^3L^3}{6\pi^2}.$$

The box has $N\simeq4x=2KL/\pi$ points per axis, hence

$$N^3\simeq\frac{8K^3L^3}{\pi^3}.$$

Dividing,

$$\frac{N^3}{N_{\rm pw}}\to\frac{8}{\pi^3}\,6\pi^2=\frac{48}{\pi}\approx15.3 .$$

Both $K$ and $L$ have dropped out. The factor splits as $8\times6/\pi$. The eight comes from squaring the orbital. The factor $6/\pi\approx1.91$ is the volume of a cube over that of the sphere inscribed in it, and it is the price of a product grid laid along the cube edges. It is not a lower bound for every product grid, as the last answer shows.

**Q:** "For a large sphere" can hide a lot. How large?

**A:** Let $x$ be an integer, so that $N=4x+1$ at $\mathbf k=0$. With the volume estimate $4\pi x^3/3$ for the number of plane waves,

$$\frac{(4x+1)^3}{4\pi x^3/3}=\frac{48}{\pi}\left(1+\frac1{4x}\right)^3\simeq\frac{48}{\pi}\left(1+\frac{3}{4x}\right).$$

The correction falls as $1/x$. Explicit lattice counts give

| $x$ | plane waves | box ratio |
|---|---|---|
| 10 | 4169 | 16.53 |
| 30 | 113081 | 15.67 |
| 100 | 4187857 | 15.40 |

These approach the limit from above. For $x$ just below an integer the ratio can instead be well below the limit, since $M$ is rounded down while the sphere is almost that of the next integer.

**Q:** Show me a case with actual numbers.

**A:** Take a cubic model cell with $L=10$ bohr and $E=25$ Ry (340 eV). The density cutoff is $4\times25=100$ Ry (1361 eV). The radius is $K=\sqrt{25}=5$ per bohr, and

$$x=\frac{5\times10}{2\pi}=7.958 .$$

The volume estimate gives $5^3\times10^3/(6\pi^2)=2111$ plane waves at $\mathbf k=0$. The actual count is 2103. The highest plane wave present has 24.48 Ry, and the highest density component found has 97.91 Ry, four times as much.

At $\mathbf k=0$, $M=7$ and $N=4\times7+1=29$. For all $\mathbf k$, $D=\lfloor15.92\rfloor=15$ and $N=2\times15+1=31$. Since 31 is prime, one would rather use $32=2^5$, which suits the FFT. Relative to the 2103 plane waves:

| box | $N$ | points | ratio |
|---|---|---|---|
| smallest cubic box at $\mathbf k=0$ | 29 | 24389 | 11.6 |
| all $\mathbf k$ | 31 | 29791 | 14.2 |
| FFT-friendly | 32 | 32768 | 15.6 |

The first ratio is low for the reason just given: $x$ is almost 8, but $M$ is 7. That the last one lies near $48/\pi$ is partly luck in the rounding.

The spacing rule asks for $h<\pi/10=0.3142$ bohr. The 31-point box has $h=0.3226$ bohr and violates it, although it is alias-free. The 32-point box has $h=0.3125$ bohr and obeys it.

In memory, one orbital stored as 2103 complex numbers of 16 bytes takes 32.9 KiB. The same orbital on the 32-point box takes 512 KiB. Storage and point-by-point operations grow by this factor of about 15.6.

**Q:** Is the threshold really that sharp? I doubt that one point per axis matters.

**A:** It is sharp in principle; how much it matters depends on the orbital. The numerical check compares FFT density coefficients with the explicit double sum over plane waves. Errors are the largest ones found, relative to the $\mathbf G=0$ component. For an orbital with random coefficients at $\mathbf k=0$, the error is at rounding level for $N=29$ and $7.3\times10^{-3}$ for $N=28$. With $\mathbf k$ shifted by half a reciprocal step along one axis, it is at rounding level for $N=31$ and $3.6\times10^{-3}$ for $N=30$.

Random coefficients are a severe case, because the outermost plane waves are as strong as the others. A smoother case is an orbital shaped like $e^{-r}$, with $r$ in bohr. Its transform follows from the angular integral $4\pi\sin(Gr)/(Gr)$:

$$\frac{4\pi}{G}\int_0^\infty r e^{-r}\sin(Gr)\,dr=\frac{4\pi}{G}\,{\rm Im}\frac{1}{(1-iG)^2}=\frac{8\pi}{(1+G^2)^2}.$$

The orbital is repeated periodically and cut at $E$, which rounds off the cusp at $r=0$. With coefficients proportional to $1/(1+G^2)^2$, the error at $N=28$ is $3.3\times10^{-5}$. The components merged there have indices $14$ and $-14$ along an axis. They are built from products of plane waves with indices $7$ and $-7$, and both factors are small for this orbital.

**Q:** Then why not save memory and use a smaller box on purpose?

**A:** One can, if one knows what is lost. Suppose only the density components inside the orbital sphere are wanted, with indices from $-M$ to $M$. The density still extends to $2M$. Its top index folds to $2M-N$, which stays out of the wanted range if

$$2M-N<-M\quad\Longleftrightarrow\quad N\ge3M+1 .$$

The negative end gives the same condition. For a large sphere the box shrinks by $(3/4)^3$, and the ratio becomes

$$\frac{27}{64}\,\frac{48}{\pi}=\frac{81}{4\pi}\approx6.4 .$$

In the example this means $N=22$. For the random orbital the inner components are then correct to rounding, while $N=21$ gives an error of $7.3\times10^{-3}$ among them.

At $N=22$ most of the outer components are merged with others. If one still reads the grid at all indices up to 14, the largest error is $2.8\times10^{-2}$ for the random orbital and $1.1\times10^{-2}$ for the smooth one.

**Q:** The smooth orbital hardly does better there. That contradicts what you said about small outer components.

**A:** The folding is different. At $N=22$ the index 14 is merged with $14-22=-8$. Reading the grid at 14 returns the sum of both components, so the error at 14 is the component at $-8$, which lies much further in and need not be small. Conversely, the error at $-8$ is the component at 14. I take the first kind to be the source of the $1.1\times10^{-2}$, though the program does not print where the largest error sits. Dropping every component outside the range $-M$ to $M$ avoids the misreading, but it also discards the component at $-8$, an omission as large as the error read at 14. Smoothness makes the components near 14 small, not those just outside the orbital sphere.

**Q:** Suppose I do drop them. The orbital equation needs the potential acting on the orbital, and the result is kept only inside the orbital sphere. Does the smaller box suffice for that?

**A:** Not for a potential that reaches as far as the density does. Let the potential have indices up to $2M$ and the orbital up to $M$. Their product reaches $3M$. Its top index must not fold into the orbital range:

$$3M-N<-M\quad\Longleftrightarrow\quad N\ge4M+1 .$$

This is the same box that the density needs at $\mathbf k=0$. A potential that fills the whole sphere of radius $2K$ reaches the index $\lfloor2x\rfloor$, which can be $2M+1$; the same argument then gives $N\ge2M+\lfloor2x\rfloor+1$, which is 30 in the example. The box for all $\mathbf k$, with $N=2\lfloor2x\rfloor+1$, meets this condition, so that one grid serves both tasks. With the density itself used as the potential, the check on the random orbital finds rounding error at $N=29$ and a largest error of $1.3\times10^{-3}$ at $N=28$. This is an absolute error in a plane-wave coefficient of the product, with $\sum|c_{\mathbf G}|^2=1$; for scale, the root-mean-square orbital coefficient is $1/\sqrt{2103}\approx0.022$. If the potential is first cut back to indices up to $M$, the product reaches $2M$ and $3M+1$ points suffice, but then a different potential is being applied.

**Q:** So with the full box, every energy term computed on the grid is free of grid error?

**A:** No. It holds for quantities whose indices stay within reach. The cell average of $n^2$ is an example. The square of the density has indices up to $4M$, and the average is its zero component. The first index that folds onto zero is $N=4M+1$, just out of range. In the example the grid average for the smooth orbital agrees with the sum of $|n_{\mathbf G}|^2$ to rounding.

Exchange-correlation energies contain non-integer powers of the density, such as $n^{4/3}$ in local exchange. Consider $n=1+\epsilon\cos\theta$ with $0<\epsilon<1$. The binomial series

$$(1+\epsilon\cos\theta)^{4/3}=1+\tfrac43\epsilon\cos\theta+\tfrac29\epsilon^2\cos^2\theta+\dots$$

does not end, because $4/3$ is not a non-negative integer. Each power $\cos^p\theta$ brings in the harmonic $p$, so no finite grid holds them all. The resulting error may still be tiny. For the smooth orbital, the average of $n^{4/3}$ changes by a relative $1.6\times10^{-10}$ when $N$ goes from 29 to 58. That figure belongs to this orbital and cannot be carried over to a density with sharper features.

**Q:** Last doubt. You took a cubic cell throughout. Many crystals are computed in a skewed primitive cell.

**A:** Then the factor depends on how the box is chosen. The simplest choice gives every density index its own place along each axis, as in the cubic cell, and with it the factor grows. Let the cell have edges $\mathbf a_i$ and volume $\Omega$, and write $\mathbf G=\sum_jm_j\mathbf b_j$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Taking the scalar product with $\mathbf a_i$ gives

$$m_i=\frac{\mathbf a_i\cdot\mathbf G}{2\pi},\qquad |m_i|\le\frac{K|\mathbf a_i|}{2\pi}$$

in the orbital sphere. For a large sphere this bound is approached. The density doubles it, and covering both signs doubles it again, so $N_i\simeq2K|\mathbf a_i|/\pi$. The number of plane waves is $\Omega K^3/(6\pi^2)$, by the same count as before with $\Omega$ in place of $L^3$. Therefore

$$\frac{N_1N_2N_3}{N_{\rm pw}}\to\frac{48}{\pi}\,\frac{|\mathbf a_1||\mathbf a_2||\mathbf a_3|}{\Omega}.$$

The product of the edge lengths equals the volume if the edges are mutually perpendicular, and exceeds it otherwise. A rectangular cell with unequal edges thus keeps $48/\pi$.

For the primitive face-centred cubic cell with cubic lattice constant $a$, each edge is $a/\sqrt2$ and the volume is $a^3/4$. The extra factor is

$$\frac{a^3/(2\sqrt2)}{a^3/4}=\sqrt2 ,$$

and the limit becomes 21.6. An explicit count with $K|\mathbf a_i|/2\pi=80$ gives 21.8. For a large sphere the primitive cell still has fewer grid points in total than the conventional cubic cell at the same cutoff: its volume is four times smaller, so the ratio of the totals tends to $\sqrt2/4\approx0.35$. What is larger, with this choice of box, is the number of grid points per plane wave.

In a skewed cell, however, this box is sufficient but not always necessary. Aliasing merges $\mathbf G$ with $\mathbf G+\sum_ip_iN_i\mathbf b_i$ for integer $p_i$, and two vectors in the density sphere differ by at most $4K$. With the same $N$ on all three axes, nothing inside the sphere is merged once $N\,b_{\min}>4K$, where $b_{\min}$ is the length of the shortest nonzero reciprocal lattice vector. In the cubic cell $b_{\min}=2\pi/L$, which gives $N>4x$ again. In the primitive face-centred cubic cell $b_{\min}=2\pi\sqrt3/a$, so $N\simeq2Ka/(\pi\sqrt3)$ is enough, against $\sqrt2\,Ka/\pi$ for the box above. That is a factor $\sqrt{2/3}$ per axis, and the limit falls from 21.6 to $21.6\times(2/3)^{3/2}\approx11.8$, below the cubic value. The price is bookkeeping: some indices wrap around the box, and a grid coefficient belongs to the wavevector of its merged set that lies in the density sphere. No set contains two such vectors, but some contain none. The sphere holds about 8 vectors per plane wave and the box about 11.8 points, so for a large sphere roughly a third of the grid coefficients belong to no density component and are zero.

The same freedom exists in the cubic cell, which can be described with skewed axes. Take the reciprocal basis $(1,-1,0)$, $(0,1,-1)$, $(0,0,1)$ in units of $2\pi/L$, with $n$, $n$ and $2n$ points. Aliasing then merges vectors that differ by $n$ times an integer vector with even component sum, and the shortest of these has length $n\sqrt2$. So $n\sqrt2>4x$ is enough, and the grid has $2n^3\simeq(4x)^3/\sqrt2$ points. The limit falls from $48/\pi$ to $48/(\pi\sqrt2)\approx10.8$. In the example $n=23$ gives 24334 points, against 29791 for the box along the cube edges that serves all $\mathbf k$. The factor $48/\pi$ belongs to the usual choice of axes, not to the FFT as such.

## Computed results

```
cell edge L = 10.0 bohr
orbital cutoff E = 25.0 Ry = 340.1 eV
density cutoff 4E = 100.0 Ry = 1360.6 eV
orbital sphere radius K = 5.000 1/bohr
radius in reciprocal steps x = 7.9577 (no unit)
largest orbital index M at k=0 = 7
highest orbital G^2 in set = 24.4766 Ry
highest density G^2 found = 97.9065 Ry
plane waves, counted = 2103
plane waves, volume estimate = 2110.9
largest density index for any k, D = 15
box k=0 minimum: N = 29, points = 24389, ratio = 11.60
box all k: N = 31, points = 29791, ratio = 14.17
box FFT-friendly: N = 32, points = 32768, ratio = 15.58
sufficient spacing bound pi/(2K) = 0.3142 bohr
grid spacing, all-k box N=31: 0.3226 bohr
smallest box obeying the bound: N = 32, spacing 0.3125 bohr
storage, one complex orbital sphere = 32.9 KiB
storage, one complex FFT-friendly box = 512.0 KiB
largest density coefficient errors, relative to G=0 component:
  random orbital, N=29: 2.2e-16; N=28: 7.31e-03
  smooth orbital, N=29: 5.2e-15; N=28: 3.27e-05
  k=half step, N=31: 1.6e-15; N=30: 3.60e-03
  inner part, random, N=22: 5.6e-16; N=21: 7.31e-03
  all parts, N=22: random 2.80e-02; smooth 1.12e-02
potential times orbital error, N=29: 5.7e-16; N=28: 1.26e-03
relative error of mean n^2, N=29: 6.7e-16
relative change of mean n^(4/3), N=29 to 58: 1.56e-10
x = 10: plane waves = 4169, box ratio = 16.532
x = 30: plane waves = 113081, box ratio = 15.666
x = 100: plane waves = 4187857, box ratio = 15.397
limit 48/pi = 15.2789
density sphere / orbital sphere, x=100: 8.0012
cube / density sphere, 6/pi = 1.9099
smaller 3M+1 box ratio, x=100: 6.512; limit 6.446
primitive fcc box ratio, x=80: 21.814; limit 21.608
```
